# Lorentzian site disorder: the averaged Green function and its band tail

Take electrons on a lattice with a clean Hamiltonian $H_0$ and random site energies $\varepsilon_i$, and suppose that each $\varepsilon_i$ follows the Lorentzian density

$$p(\varepsilon)=\frac{1}{\pi}\,\frac{\Gamma}{(\varepsilon-\varepsilon_0)^2+\Gamma^2}.$$

The disorder has two parameters, both energies: the centre $\varepsilon_0$ and the half-width at half-maximum $\Gamma$. Define the self-energy $\Sigma$ of the averaged Green function by

$$\langle G(z)\rangle=(z-H_0-\Sigma)^{-1},\qquad G(z)=(z-H)^{-1},\qquad H=H_0+\sum_i\varepsilon_i|i\rangle\langle i| .$$

Raising $z$ and every site energy by the same amount leaves $G$ unchanged, so the centre can enter only through $\Sigma=\varepsilon_0+\Sigma'(z-\varepsilon_0)$. Now set $\varepsilon_0=0$. Reversing the signs of $z$, $H_0$ and all $\varepsilon_i$ reverses the sign of $G$, and $p$ is even, so $\Sigma'(z;H_0)=-\Sigma'(-z;-H_0)$. Taking the adjoint replaces $z$ by $z^*$, hence

$$\Sigma'(z;H_0)=-\Sigma'(-z^*;-H_0)^\dagger .$$

If $\Sigma'$ is a number that depends on neither $z$ nor $H_0$, this relation makes it purely imaginary, and dimensions make it a pure number times $i\Gamma$. An isolated site, for which $H_0=0$, then fixes that number. What symmetry cannot supply is the premise that hopping leaves $\Sigma'$ constant. That premise is true for independent Lorentzian site energies, and the result is

$$\boxed{\;\langle G(z)\rangle=(z-\varepsilon_0+i\Gamma-H_0)^{-1},\qquad \operatorname{Im}z>0\;}$$

The lattice is taken finite, with any dimension and any Hermitian $H_0$ that does not depend on the $\varepsilon_i$. An infinite lattice is reached by letting the size grow at fixed $\eta=\operatorname{Im}z$, and letting $\eta\to0^+$ afterwards. For $\operatorname{Im}z<0$ the adjoint of the result applies, with $-i\Gamma$ in place of $+i\Gamma$.

The proof continues one site energy into the complex plane. Hold the others fixed and write $\varepsilon_i=x-iy$ with $y\ge0$. For any vector $u$,

$$\operatorname{Im}\langle u|(z-H)|u\rangle=\eta\|u\|^2+y|u_i|^2\ge\eta\|u\|^2 .$$

The modulus of the matrix element is at least its imaginary part and at most $\|u\|\,\|(z-H)u\|$. Therefore $\|(z-H)u\|\ge\eta\|u\|$, which means that $z-H$ is invertible and

$$\|G\|\le\frac1\eta\qquad\text{for }\operatorname{Im}\varepsilon_i\le0 .$$

The elements of $G$ are ratios of polynomials in $\varepsilon_i$ whose denominator, $\det(z-H)$, does not vanish there. They are thus analytic in the lower half-plane.

The singularity can be located. Let $g$ be the Green function with $\varepsilon_i$ set to zero. From $(z-H)G=1$ follows $G=g+\varepsilon_i\,g|i\rangle\langle i|G$. Projecting on $\langle i|$ gives $\langle i|G=\langle i|g/(1-\varepsilon_ig_{ii})$, and so

$$G=g+g|i\rangle\frac{\varepsilon_i}{1-\varepsilon_i g_{ii}}\langle i|g .$$

The pole sits at $\varepsilon_i=1/g_{ii}$. If $\varepsilon_i$ had a positive imaginary part smaller than $\eta$, the inequality above would still leave a positive lower bound, so $\operatorname{Im}(1/g_{ii})\ge\eta$. Physically, a negative imaginary site energy absorbs the electron and cannot create a resonance, whereas a positive one amplifies and, together with the right real part, can create one.

Now average over $\varepsilon_i$. Close the real axis by a semicircle of radius $R$ in the lower half-plane. On it $p$ falls as $\Gamma/(\pi R^2)$, $G$ is bounded by $1/\eta$, and the length is $\pi R$, so the arc contributes at most a term of order $\Gamma/(\eta R)$, which vanishes. The one enclosed pole belongs to $p$:

$$p(\varepsilon)=\frac{\Gamma}{\pi}\,\frac{1}{(\varepsilon-\varepsilon_0-i\Gamma)(\varepsilon-\varepsilon_0+i\Gamma)},\qquad
\operatorname*{Res}_{\varepsilon_0-i\Gamma}p=\frac{\Gamma}{\pi}\,\frac{1}{-2i\Gamma}=-\frac{1}{2\pi i}.$$

The contour runs clockwise and carries the factor $-2\pi i$, so

$$\int_{-\infty}^{\infty}p(\varepsilon_i)\,G(\varepsilon_i)\,d\varepsilon_i=G(\varepsilon_i=\varepsilon_0-i\Gamma).$$

The averaged site has become absorbing. This adds to the positive imaginary part of $z-H$, so the bound survives and the same step applies to the next site. Independence lets the average be done as successive integrals, each with the same $p$. After the last site, $H$ has become $H_0+\varepsilon_0-i\Gamma$, which is the boxed result.

The argument uses only analyticity and boundedness, so it covers more than $G$. A product $G(z_1)G(z_2)$ with both imaginary parts positive is bounded by $1/(\eta_1\eta_2)$, and its average is the product of the two shifted functions. The evolution operator $e^{-iHt}$ with $t>0$ and $\hbar=1$ is entire in $\varepsilon_i$, and its norm is at most one when the site energies have no positive imaginary part, because absorption cannot increase the norm. Hence

$$\langle e^{-iHt}\rangle=e^{-iH_0t-i\varepsilon_0t-\Gamma t}.$$

A product of $G$ with its adjoint is different: $G^\dagger$ has its poles in the other half-plane, and neither closing of the contour avoids them all. The size of the difference follows from an identity. Since $G^{-1}=z-H$,

$$G-G^\dagger=G\left[(z^*-H)-(z-H)\right]G^\dagger=-2i\eta\,GG^\dagger .$$

Its diagonal element reads $\sum_j|G_{ij}|^2=-\operatorname{Im}G_{ii}/\eta$. The averaged function obeys the same relation with $\eta+\Gamma$ in place of $\eta$. Averaging the first relation and dividing by the second gives

$$\frac{\left\langle\sum_j|G_{ij}|^2\right\rangle}{\sum_j|\langle G_{ij}\rangle|^2}=\frac{\eta+\Gamma}{\eta}.$$

For $\eta=0.8$ and $\Gamma=0.7$ in a common energy unit the ratio is $1.5/0.8=1.875$, and it diverges as $\eta\to0$. Every sample conserves probability, while the averaged amplitude loses it through cancelling phases. Conductivity and localization depend on how the separate terms $\langle|G_{ij}|^2\rangle$ are spread over distance. The identity fixes only their sum, and $\langle G\rangle$ does not determine the terms one by one.

A second case makes the point sharper. Let all sites share one random energy $x$ with the same Lorentzian density. Then $H=H_0+x$, the continuation to $\operatorname{Im}x<0$ makes every site absorbing, and one contour integral gives the same $\langle G\rangle$. Yet each sample is a perfect crystal with its clean eigenstates. The width $\Gamma$ in $\langle G\rangle$ by itself therefore proves neither scattering nor localization.

Correlation can also destroy the result. Give two sites the energies $x$ and $-x$, coupled by $-s$. Then $H^2=x^2+s^2$ and $G=(z+H)/(w^2-x^2)$ with $w^2=z^2-s^2$ and $\operatorname{Im}w>0$. Splitting into partial fractions,

$$\left\langle\frac{1}{w^2-x^2}\right\rangle=\frac{1}{2w}\left\langle\frac{1}{w-x}+\frac{1}{w+x}\right\rangle=\frac{1}{w(w+i\Gamma)},$$

because $p$ is even and both terms have the same average. The off-diagonal element is $-s/[w(w+i\Gamma)]$, whereas the shifted clean function would give $-s/[(z+i\Gamma)^2-s^2]$. For $s=0.6$, $\Gamma=0.7$ and $z=0.3+0.8i$ the largest difference among the matrix elements is 0.124 in inverse energy units. Continuing $x$ downwards makes one site absorb and the other amplify, so the bound on $G$ is lost.

For the density of states, set $\varepsilon_0=0$ from here on. Expanding the shifted function in clean eigenstates and using $\rho=-\operatorname{Im}\langle G_{ii}\rangle/\pi$ gives the clean density $\rho_0$ convolved with a Lorentzian,

$$\rho(E)=\int\rho_0(E')\,\frac{\Gamma/\pi}{(E-E')^2+\Gamma^2}\,dE' .$$

Consider a simple cubic lattice of one $s$ orbital per site with spacing $a$ and hopping $-t$. With energy measured from the lower edge, and $q_\alpha$ the wave number times $a$,

$$\epsilon_{\mathbf q}=2t\,(3-\cos q_x-\cos q_y-\cos q_z)\approx tq^2,\qquad t=\frac{\hbar^2}{2m^*a^2}.$$

Near the edge the clean density per site and spin is

$$\rho_0=\frac{4\pi q^2}{(2\pi)^3}\,\frac{1}{2tq}=\frac{q}{4\pi^2t}=C\sqrt E,\qquad C=\frac{1}{4\pi^2t^{3/2}} .$$

To broaden this law, put $E'=u^2$ and $\kappa^2=E+i\Gamma$ with $\operatorname{Im}\kappa>0$. The Lorentzian is $-\operatorname{Im}(\kappa^2-u^2)^{-1}/\pi$, and the integrand is even in $u$, so

$$\rho=-\frac{C}{\pi}\operatorname{Im}\int_{-\infty}^{\infty}\frac{u^2\,du}{\kappa^2-u^2}
=-\frac{C}{\pi}\operatorname{Im}\int_{-\infty}^{\infty}\left(-1+\frac{\kappa^2}{\kappa^2-u^2}\right)du .$$

The term $-1$ is real and drops out. The pole at $u=\kappa$ has residue $-1/(2\kappa)$, which makes the remaining integral $\kappa^2(-i\pi/\kappa)=-i\pi\kappa$. Thus

$$\rho(E)=C\operatorname{Re}\sqrt{E+i\Gamma}.$$

At the edge this is $C\sqrt{\Gamma/2}$. Below it, for $|E|\gg\Gamma$, the root is $i\sqrt{|E|}\,(1-i\Gamma/|E|)^{1/2}\approx i\sqrt{|E|}+\Gamma/(2\sqrt{|E|})$, so $\rho\approx C\Gamma/(2\sqrt{|E|})$ as long as $|E|$ is much smaller than the bandwidth. In the opposite limit, far below the whole band, the variation of $E'$ in the convolution is negligible and $\rho_0$ integrates to one, leaving $\rho\approx\Gamma/(\pi E^2)$. Both tails are power laws.

The tail has a simple origin. Let $G_0(E)$ be the clean local Green function, real and negative below the edge. Expanding the shifted function for small $\Gamma$ gives

$$\rho(E)=-\frac1\pi\operatorname{Im}G_0(E+i\Gamma)\approx-\frac{\Gamma}{\pi}\,G_0'(E).$$

Now place one site of energy $\varepsilon$ in an otherwise clean lattice. The pole condition found above says that it binds a state at $E$ when $\varepsilon=1/G_0(E)$. For $|\varepsilon|\gg\Gamma$ the density of such sites per unit of bound-state energy is

$$p(\varepsilon)\left|\frac{d\varepsilon}{dE}\right|\approx\frac{\Gamma G_0^2}{\pi}\,\frac{|G_0'|}{G_0^2}=\frac{\Gamma}{\pi}|G_0'(E)| .$$

The two expressions agree. To first order in $\Gamma$ the tail consists of states bound to single outlier sites, not of states trapped in wide regions of slightly low potential. On its own site the local Green function is $1/(1/G_0-\varepsilon)$, whose residue at the bound state, $G_0^2/|G_0'|$, is the weight of the state there.

For numbers, let the band stand for the conduction band of amorphous indium-gallium-zinc oxide, with rough typical values $m^*=0.35\,m_e$ and a mean spacing of 0.45 nm between indium sites. These give $t=0.538$ eV, a bandwidth $12t=6.45$ eV and $a^{-3}=1.097\times10^{22}$ cm$^{-3}$. The half-width $\Gamma=10$ meV is a choice. The averaged probability amplitude, once squared, decays in $\hbar/(2\Gamma)=32.9$ fs, which by the common-shift case is not necessarily a scattering time.

With both spins, the parabolic law at the edge gives $2a^{-3}C\sqrt{\Gamma/2}=1.00\times10^{20}$ cm$^{-3}$ eV$^{-1}$. The full lattice, computed by averaging over a grid of $200^3$ wave vectors, gives $1.02\times10^{20}$. The densities below the edge, in $10^{18}$ cm$^{-3}$ eV$^{-1}$, are:

| $E$ (eV) | lattice | parabolic |
|---|---|---|
| $-0.1$ | 23.7 | 22.3 |
| $-0.3$ | 13.2 | 12.9 |
| $-0.5$ | 9.7 | 10.0 |
| $-1.0$ | 6.0 | 7.1 |
| $-3.0$ | 2.1 | 4.1 |

The parabolic law starts too low and ends too high, so its closeness between $-0.3$ and $-0.5$ eV is partly a crossing. Since $1-\cos q\le q^2/2$, lattice levels lie below the parabola, so the lattice packs more states into the range from $0$ to $12t$, while the parabola keeps supplying states above $12t$, where the lattice has none. The Lorentzian wings reach both. At $-0.1$ eV, in the units of the table, the range up to $12t$ gives the lattice an excess of about 4.9, roughly three quarters of it from more than 1 eV above the edge, and the parabola's states above $12t$ take back 3.5; far below the edge, the latter dominate the error.

The clean function at the edge follows from $1/\epsilon=\int_0^\infty e^{-\epsilon\tau}d\tau$. Averaging each cosine factor over $q$ gives a modified Bessel function, and numerical integration yields

$$G_0(0)=-\int_0^\infty e^{-6t\tau}\,I_0(2t\tau)^3\,d\tau=-0.470\ \text{eV}^{-1}.$$

A site must therefore lie $1/0.470=2.13$ eV below its neighbours to bind at all, and 2.82 eV below to bind at $-0.3$ eV, where 66% of the state sits on that site. Such energies are more than 200 half-widths from the centre.

Diagonalization shows the mechanism at work. In 300 random periodic lattices of $6^3$ sites, the averaged formula predicts 73.6 levels below $-0.3$ eV per spin, summed over the samples, and 70 were found. The binding threshold for this lattice size is $-2.80$ eV, and 70 sites lay beyond it, with the two counts equal in every sample. When all site energies beyond 1 eV in magnitude, on average 0.64% of the sites, were set to zero with the others held fixed, no level remained below $-0.3$ eV.

The tail would control a transistor. Raising the Fermi level from 0.5 to 0.1 eV below the edge at 0 K fills, by the parabolic tail,

$$2a^{-3}C\Gamma\left(\sqrt{0.5}-\sqrt{0.1}\right)\sqrt{\text{eV}}\approx5.5\times10^{18}\ \text{cm}^{-3},$$

and $5.7\times10^{18}$ cm$^{-3}$ for the lattice. Weighting the density with Fermi functions at 300 K gives $5.9\times10^{18}$ cm$^{-3}$, of which $1.2\times10^{17}$ lie above the clean edge. In a 10 nm film at uniform potential this is $5.9\times10^{12}$ cm$^{-2}$, and the field in a gate oxide of relative permittivity 3.9 must rise by 2.7 MV/cm, below the rough 10 MV/cm at which good silicon dioxide breaks down. The uniform potential is an idealization that overstates both numbers: with a film permittivity of about 10 and a gate on one side, this charge spread evenly would itself cause a drop of about 0.5 V across the film, more than the 0.4 V sweep. For the same shift at the gate side, the far side would therefore move less and the film would take up less charge.

The real oxide does not show such a power-law tail. Its conduction-band tail is closer to an exponential, with a slope of roughly 15 meV. With the edge density held at $1.02\times10^{20}$ cm$^{-3}$ eV$^{-1}$, such a tail would take up $1.02\times10^{20}\times0.015\times e^{-0.1/0.015}\approx2\times10^{15}$ cm$^{-3}$ in the same sweep at 0 K, about 3000 times less than the Lorentzian one. At 300 K the contrast is smaller: the thermal energy of 26 meV exceeds the slope, states nearer the edge fill as well, and the exponential tail takes up about $7\times10^{16}$ cm$^{-3}$, nearly two orders of magnitude less than the Lorentzian tail below the edge. The band above the edge adds about $1.1\times10^{17}$ cm$^{-3}$, more than the exponential tail itself, so the total charge is only about 30 times smaller than in the Lorentzian case. At $-0.3$ eV the Lorentzian density exceeds this pure exponential by a factor of $6\times10^7$; real films also carry deeper defect states that the exponential leaves out, so this ratio is not the contrast with a real film. The Lorentzian density persists at $-3$ eV, near the far side of a gap of roughly 3 eV. The example thus shows what Lorentzian tails imply and is no estimate of trapped charge in a device.

Other omissions are smaller but not negligible. Two electrons one spacing apart repel by 0.32 eV at a rough permittivity of 10, comparable with the 0.4 eV sweep; if double occupation were excluded altogether, the charge at 0 K would halve. At 300 K lattice vibrations also move the site energies, so treating these as static is a further assumption.

Random hopping leaves the theorem intact if it is independent of the site energies, since $H_0$ may then be averaged last, but it moves the edge. Let each bond change by an independent amount of zero mean and variance $\delta^2$. On $N$ sites, the mean square coupling of the lowest state to wave vector $\mathbf q$ is $(\delta^2/N)\sum_\alpha(2+2\cos q_\alpha)=(\delta^2/N)(12-\epsilon_{\mathbf q}/t)$. Dividing by $-\epsilon_{\mathbf q}$ and summing gives the second-order shift

$$\Delta E=\delta^2\left[12\,G_0(0)+\frac1t\right]=-10.9\ \text{meV}\qquad(\delta=0.1\,t),$$

about as large as $\Gamma$ itself. For that spread, a density of states near $E=0$ that leaves out the shift is unreliable.
